# Hubbard–Onsager Kinetic Dielectric Decrement for Stick Ions: test program

```python
"""Kinetic dielectric decrement of a dilute electrolyte with no-slip ions.

Result under test (SI units, fields vary as exp(-i w t)):
    d_eps = -(sigma * tau / eps0) * (eps_s - eps_inf) / eps_s
sigma: ionic conductivity; tau: Debye relaxation time at fixed field;
eps_s, eps_inf: static and high-frequency relative permittivity of the solvent.
Half of d_eps comes from solvent polarization turned by the flow around a
moving ion, half from the force of lagging polarization on the ion.
P* denotes slow polarization minus its equilibrium value in the local field.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, k as k_B, N_A, epsilon_0 as eps0, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

Z = np.array([0.0, 0.0, 1.0])


def radius_and_normal(points):
    r = np.linalg.norm(points, axis=1, keepdims=True)
    return r, points / r


def stokes_velocity(points, R):
    """Flow around a no-slip sphere moving with unit velocity along z."""
    r, n = radius_and_normal(points)
    nz = n[:, 2:3]
    return 0.75 * R / r * (Z + n * nz) + 0.25 * (R / r)**3 * (Z - 3 * n * nz)


def coulomb(points):
    r, n = radius_and_normal(points)
    return n / r**2


def jacobian(field, points):
    """J[m, i, j] = derivative of component i along axis j."""
    h = 1e-4 * np.linalg.norm(points, axis=1, keepdims=True)
    columns = []
    for axis in np.eye(3):
        columns.append((field(points + h * axis)
                        - field(points - h * axis)) / (2 * h))
    return np.stack(columns, axis=2)


def curl(field, points):
    J = jacobian(field, points)
    return np.stack([J[:, 2, 1] - J[:, 1, 2], J[:, 0, 2] - J[:, 2, 0],
                     J[:, 1, 0] - J[:, 0, 1]], axis=1)


def apply(J, vectors):
    return np.einsum('mij,mj->mi', J, vectors)


def volume_rule(R, x_low=0.0):
    """Axisymmetric quadrature from r = R to R/x_low, variable x = R/r."""
    t, wt = np.polynomial.legendre.leggauss(14)
    x = x_low + (1 - x_low) * (t + 1) / 2
    wx = wt * (1 - x_low) / 2
    X, M = np.meshgrid(x, t, indexing='ij')
    r = R / X
    points = np.stack([r * np.sqrt(1 - M**2), 0 * r, r * M], axis=-1)
    weights = 2 * pi * np.outer(wx, wt) * R**3 / X**4
    return points.reshape(-1, 3), weights.ravel()


def sphere_rule(r):
    t, wt = np.polynomial.legendre.leggauss(14)
    points = r * np.stack([np.sqrt(1 - t**2), 0 * t, t], axis=1)
    return points, 2 * pi * r**2 * wt


# ---- Stokes flow: field equation and drag ----
xs = sp.symbols('x y z', real=True)
rs = sp.sqrt(sum(c**2 for c in xs))
place = dict(zip(xs, (sp.Rational(13, 10), -sp.Rational(7, 10),
                      sp.Rational(9, 10))))
flow = []
for i in range(3):
    delta = 1 if i == 2 else 0
    nn = xs[i] * xs[2] / rs**2
    flow.append(sp.Rational(3, 4) / rs * (delta + nn)
                + sp.Rational(1, 4) / rs**3 * (delta - 3 * nn))
pressure_s = sp.Rational(3, 2) * xs[2] / rs**3
for i in range(3):
    residual = sum(sp.diff(flow[i], c, 2) for c in xs) - sp.diff(pressure_s, xs[i])
    assert abs(sp.N(residual.subs(place))) < 1e-12
divergence = sum(sp.diff(flow[i], xs[i]) for i in range(3))
assert abs(sp.N(divergence.subs(place))) < 1e-12

R_test = 1.7
pts, wts = sphere_rule(R_test)
rr, nn = radius_and_normal(pts)
assert np.allclose(stokes_velocity(pts, R_test), Z)
J = jacobian(lambda p: stokes_velocity(p, R_test), pts)
traction = (-1.5 * R_test * pts[:, 2:3] / rr**3 * nn
            + apply(J + np.transpose(J, (0, 2, 1)), nn))
drag_over_eta_R = -np.sum(wts * traction[:, 2]) / R_test
assert abs(drag_over_eta_R - 6 * pi) < 1e-5


# ---- First half: polarization turned by the flow ----
def flow_integrals(R, x_low=0.0):
    """Integrals in units of (eps_s-eps_inf) q u / eps_s, friction in 1/R^3."""
    p, w = volume_rule(R, x_low)
    r, n = radius_and_normal(p)
    v = stokes_velocity(p, R)
    vort = curl(lambda s: stokes_velocity(s, R), p)
    assert np.allclose(vort, 1.5 * R * np.cross(Z, n) / r**2, atol=1e-6)
    turn = 0.5 * np.cross(vort, coulomb(p))
    convection = apply(jacobian(coulomb, p), v - Z)
    change = convection - turn
    dipole = (3 * n * n[:, 2:3] - Z) * (R / r)**3
    return (np.sum(w * turn[:, 2]) / (4 * pi),
            np.sum(w * convection[:, 2]) / (4 * pi),
            np.sum(w * np.sum(change * dipole, axis=1)) / (4 * pi),
            np.sum(w * np.sum(change**2, axis=1)) * R**3 / (4 * pi))


turn_int, shell_convection, cavity_int, friction_int = flow_integrals(1.0)
assert abs(turn_int + 0.5) < 1e-6
assert abs(flow_integrals(2.5)[0] + 0.5) < 1e-6
assert abs(shell_convection + 1 / 3) < 1e-5
assert abs(cavity_int) < 1e-6
assert abs(friction_int - 17 / 280) < 1e-6
near_share = flow_integrals(1.0, 0.5)[0] / turn_int
assert abs(near_share - 0.5) < 1e-5

# ---- Second half: force of lagging polarization on the ion ----
# Units: eps0*eps_s = 1, q = 1, far P* = unit vector z, ion radius 1.
eps_s, eps_inf = 78.0, 5.0
vac = 1 / eps_s


def ion_field(p):
    return coulomb(p) / (4 * pi)


def extra_field(p):
    r, n = radius_and_normal(p)
    return -(3 * n * n[:, 2:3] - Z) / (3 * r**3)


def torque(p):
    return np.cross(Z, ion_field(p))


def balancing_pressure(p):
    E0, dE = ion_field(p), extra_field(p)
    electric = (1 - vac) * np.sum(E0 * dE, axis=1) + E0[:, 2]
    return (electric - 0.5 * E0[:, 2])[:, None]


sample = np.array([[1.2, 0.3, -0.8], [0.4, -1.1, 1.5], [-2.0, 0.7, 0.6]])
polar0 = (1 - vac) * ion_field(sample)
polar1 = (1 - vac) * extra_field(sample) + Z
force_density = (apply(jacobian(extra_field, sample), polar0)
                 + apply(jacobian(ion_field, sample), polar1)
                 + 0.5 * curl(torque, sample))
assert np.allclose(force_density, jacobian(balancing_pressure, sample)[:, 0, :],
                   atol=1e-7)


def force_on_ion(r):
    p, w = sphere_rule(r)
    n = p / r
    E0, dE = ion_field(p), extra_field(p)

    def normal(a):
        return np.sum(a * n, axis=1, keepdims=True)
    electric = (normal(E0) * dE + normal(dE + Z) * E0
                - vac * np.sum(E0 * dE, axis=1, keepdims=True) * n)
    electric_pressure = balancing_pressure(p) + 0.5 * E0[:, 2:3]
    parts = (electric - electric_pressure * n, 0.5 * E0[:, 2:3] * n,
             0.5 * np.cross(n, torque(p)))
    return [np.sum(w * part[:, 2]) for part in parts]


force_parts = force_on_ion(1.0)
force_int = sum(force_parts)
assert np.allclose(force_parts, [0, 1 / 6, 1 / 3], atol=1e-10)
assert abs(sum(force_on_ion(3.0)) - 0.5) < 1e-10

# ---- Worked example: rough values of a dilute aqueous salt ----
T, tau, eta, R = 298.0, 8e-12, 0.9e-3, 0.2e-9
conc, rho, solvent_density, eps_ion = 0.1, 1000.0, 33e27, 2.0
n_ion = conc * 1000 * N_A
delta = eps_s - eps_inf
stokes_friction = 6 * pi * eta * R
sigma = 2 * n_ion * e**2 / stokes_friction
half_flow = sigma * tau * delta / (eps0 * eps_s) * turn_int
half_force = -sigma * tau * delta / (eps0 * eps_s) * force_int
decrement = -sigma * tau / eps0 * delta / eps_s
assert abs((half_flow + half_force) / decrement - 1) < 1e-6

# ---- Ion atmosphere ----
diffusion = k_B * T / stokes_friction
kappa = np.sqrt(2 * n_ion * e**2 / (eps0 * eps_s * k_B * T))
bjerrum = e**2 / (4 * pi * eps0 * eps_s * k_B * T)
rate_atm = diffusion * kappa**2
omega = np.sqrt(rate_atm / tau)
s = 1 - 1j * omega / rate_atm


def atmosphere_kernel(t):
    return t**2 / ((t**2 + 1) * (2 * t**2 + s))


integral = (quad(lambda t: atmosphere_kernel(t).real, 0, np.inf)[0]
            + 1j * quad(lambda t: atmosphere_kernel(t).imag, 0, np.inf)[0])
relative_sigma = -bjerrum * kappa / 6 / (1 + np.sqrt(s / 2))
assert abs(-2 * bjerrum * kappa / (3 * pi) * integral / relative_sigma - 1) < 1e-6
atmosphere_eps = -sigma * relative_sigma.imag / (omega * eps0)

# Covariance of charge and number fluctuations in a weak oscillating field;
# units: diffusion = kappa = total ion density = 1.
wave, drive, freq, t_end = 0.8, 1e-3, 3.0, 12.0


def covariance_rate(t, y):
    C = y.reshape(2, 2)
    mix = 1j * wave * drive * np.cos(freq * t)
    A = np.array([[wave**2 + 1, mix], [mix, wave**2]])
    return (-A @ C - C @ A.conj().T + 2 * wave**2 * np.eye(2)).ravel()


start = np.diag([wave**2 / (wave**2 + 1), 1.0]).astype(complex).ravel()
final = solve_ivp(covariance_rate, (0, t_end), start, rtol=1e-9, atol=1e-12).y[:, -1]
amplitude = wave * drive / ((wave**2 + 1) * (2 * wave**2 + 1 - 1j * freq))
predicted = -1j * (amplitude * np.exp(-1j * freq * t_end)).real
assert abs(final[1] - predicted) < 1e-4 * abs(amplitude)

# ---- Saturation: Langevin dipoles matched to the linear permittivity ----
moment = np.sqrt(3 * k_B * T * eps0 * delta / solvent_density)


def langevin(x):
    """Langevin function and its derivative."""
    if x < 0.02:
        return x / 3 - x**3 / 45 + 2 * x**5 / 945, 1 / 3 - x**2 / 15 + 2 * x**4 / 189
    return 1 / np.tanh(x) - 1 / x, 1 / x**2 - 1 / np.sinh(x)**2


def reduced_field(r):
    """moment * E / (k_B T) at distance r from a monovalent ion."""
    D = e / (4 * pi * r**2)
    slope = eps0 * eps_inf * k_B * T / moment
    return brentq(lambda x: slope * x + solvent_density * moment * langevin(x)[0] - D,
                  0, D / slope, xtol=1e-15)


def local_permittivities(r, saturated):
    if not saturated:
        return eps_s, eps_s
    x = reduced_field(r)
    L, dL = langevin(x)
    return eps_inf + 3 * delta * dL, eps_inf + 3 * delta * L / x


def dipole_coefficient(saturated):
    """Induced dipole of ion plus dressed solvent, in units of R^3."""
    def rhs(u, y):
        radial, tangential = local_permittivities(u * R, saturated)
        return [y[1] / (u**2 * radial), 2 * tangential * y[0]]
    far = 50.0
    f, g = solve_ivp(rhs, (1, far), [1.0, eps_ion], method='DOP853',
                     rtol=1e-10, atol=1e-11).y[:, -1]
    slope = g / (far**2 * local_permittivities(far * R, saturated)[0])
    return -far**3 * (f / far - slope) / (2 * f / far + slope)


sphere_coefficient = (eps_ion - eps_s) / (eps_ion + 2 * eps_s)
assert abs(dipole_coefficient(False) / sphere_coefficient - 1) < 2e-3
volume_eps = 4 * pi * 2 * n_ion * R**3 * eps_s * sphere_coefficient
equilibrium_eps = 4 * pi * 2 * n_ion * R**3 * eps_s * dipole_coefficient(True)


def saturated_share(x):
    """Saturated over linear P0 at r = R/x."""
    r = R / x
    field = reduced_field(r) * k_B * T / moment
    D = e / (4 * pi * r**2)
    return (D - eps0 * eps_inf * field) / (D * delta / eps_s)


saturation_factor = quad(saturated_share, 1e-3, 1, epsabs=1e-8)[0] / (1 - 1e-3)
contact_field = reduced_field(R) * k_B * T / moment
friction_ratio = (friction_int * e**2 * tau * delta
                  / (4 * pi * eps0 * eps_s**2 * R**3) / stokes_friction)
inertia_time = rho * R / (kappa * eta)

# ---- Output ----
print(f"Drag / (eta R u), quadrature: {drag_over_eta_R:.5f} (6 pi = {6*pi:.5f})")
print(f"Turning integral / (Delta q u/eps_s): {turn_int:.6f}")
print(f"Shell-summed convection, same unit: {shell_convection:.6f}")
print(f"Cavity distortion integral, same unit: {abs(cavity_int):.6f}")
print(f"Share of turning integral from r < 2R: {near_share:.4f}")
print(f"Force / (q P*/(eps0 eps_s)), total: {force_int:.6f}")
print(f"  electric stress plus its pressure: {abs(force_parts[0]):.6f}")
print(f"  torque pressure: {force_parts[1]:.6f}")
print(f"  antisymmetric traction: {force_parts[2]:.6f}")
print(f"Friction integral: {friction_int:.6f} (17/280 = {17/280:.6f})")
print(f"Inputs: eps_s = {eps_s:.0f}, eps_inf = {eps_inf:.0f}, eps_ion = {eps_ion:.0f}")
print(f"Inputs: T = {T:.0f} K, tau_D = {tau*1e12:.1f} ps, eta = {eta*1e3:.2f} mPa s")
print(f"Inputs: salt = {conc:.2f} mol/L, ion radius = {R*1e9:.2f} nm")
print(f"Inputs: mass density = {rho:.0f} kg/m3")
print(f"Inputs: solvent density = {solvent_density*1e-27:.0f} per nm3")
print(f"Density of each ion species: {n_ion*1e-27:.5f} per nm3")
print(f"Stokes friction: {stokes_friction:.4e} kg/s")
print(f"Ion mobility: {e/stokes_friction*1e4:.3e} cm2/Vs")
print(f"Conductivity sigma: {sigma:.4f} S/m = {sigma*10:.3f} mS/cm")
print(f"sigma tau_D / eps0: {sigma*tau/eps0:.4f}")
print(f"(eps_s - eps_inf)/eps_s: {delta/eps_s:.4f}")
print(f"Decrement from turned polarization: {half_flow:.4f}")
print(f"Decrement from force on ions: {half_force:.4f}")
print(f"Total kinetic decrement: {decrement:.4f}")
print(f"Kinetic decrement per mol/L: {decrement/conc:.3f} L/mol")
print(f"Permittivity with kinetic part only: {eps_s+decrement:.3f}")
print(f"Ion diffusion coefficient: {diffusion*1e4:.3e} cm2/s")
print(f"Debye length: {1e9/kappa:.4f} nm")
print(f"Bjerrum length: {bjerrum*1e9:.4f} nm")
print(f"Lower window edge sigma/(eps0 eps_s): {rate_atm:.3e} rad/s")
print(f"Upper window edge 1/tau_D: {1/tau:.3e} rad/s")
print(f"Chosen omega: {omega:.3e} rad/s, frequency {omega/(2*pi)*1e-9:.3f} GHz")
print(f"omega tau_D: {omega*tau:.4f}, squared: {(omega*tau)**2:.5f}")
print(f"Ion-atmosphere change of eps at omega: {atmosphere_eps:+.4f}")
print(f"Ion-atmosphere change of sigma at omega: {100*relative_sigma.real:.2f} %")
print(f"Dielectric friction / Stokes friction: {100*friction_ratio:.2f} %")
print(f"Inertia time rho R lambda/eta: {inertia_time*1e12:.3f} ps")
print(f"Inertia time / tau_D: {100*inertia_time/tau:.2f} %")
print(f"Effective Langevin dipole: {moment/e*1e9:.4f} e nm")
print(f"Field at ion surface, saturated: {contact_field*1e-9:.3f} V/nm")
print(f"Field at ion surface, linear: {e/(4*pi*eps0*eps_s*R**2)*1e-9:.3f} V/nm")
print(f"Dipole energy at surface / kT: {reduced_field(R):.3f}")
print(f"Saturated / linear turning integral: {saturation_factor:.4f}")
print(f"Equilibrium decrement, ion volume only: {volume_eps:.4f}")
print(f"Equilibrium decrement, with saturation: {equilibrium_eps:.4f}")
print(f"Equilibrium / kinetic decrement: {equilibrium_eps/decrement:.3f}")
print("all tests passed")
```

It prints:

```
Drag / (eta R u), quadrature: 18.84956 (6 pi = 18.84956)
Turning integral / (Delta q u/eps_s): -0.500000
Shell-summed convection, same unit: -0.333333
Cavity distortion integral, same unit: 0.000000
Share of turning integral from r < 2R: 0.5000
Force / (q P*/(eps0 eps_s)), total: 0.500000
  electric stress plus its pressure: 0.000000
  torque pressure: 0.166667
  antisymmetric traction: 0.333333
Friction integral: 0.060714 (17/280 = 0.060714)
Inputs: eps_s = 78, eps_inf = 5, eps_ion = 2
Inputs: T = 298 K, tau_D = 8.0 ps, eta = 0.90 mPa s
Inputs: salt = 0.10 mol/L, ion radius = 0.20 nm
Inputs: mass density = 1000 kg/m3
Inputs: solvent density = 33 per nm3
Density of each ion species: 0.06022 per nm3
Stokes friction: 3.3929e-12 kg/s
Ion mobility: 4.722e-04 cm2/Vs
Conductivity sigma: 0.9112 S/m = 9.112 mS/cm
sigma tau_D / eps0: 0.8233
(eps_s - eps_inf)/eps_s: 0.9359
Decrement from turned polarization: -0.3853
Decrement from force on ions: -0.3853
Total kinetic decrement: -0.7705
Kinetic decrement per mol/L: -7.705 L/mol
Permittivity with kinetic part only: 77.229
Ion diffusion coefficient: 1.213e-05 cm2/s
Debye length: 0.9587 nm
Bjerrum length: 0.7189 nm
Lower window edge sigma/(eps0 eps_s): 1.319e+09 rad/s
Upper window edge 1/tau_D: 1.250e+11 rad/s
Chosen omega: 1.284e+10 rad/s, frequency 2.044 GHz
omega tau_D: 0.1027, squared: 0.01056
Ion-atmosphere change of eps at omega: +0.1617
Ion-atmosphere change of sigma at omega: -3.60 %
Dielectric friction / Stokes friction: 4.95 %
Inertia time rho R lambda/eta: 0.213 ps
Inertia time / tau_D: 2.66 %
Effective Langevin dipole: 0.0970 e nm
Field at ion surface, saturated: 0.583 V/nm
Field at ion surface, linear: 0.462 V/nm
Dipole energy at surface / kT: 2.204
Saturated / linear turning integral: 0.9969
Equilibrium decrement, ion volume only: -0.4543
Equilibrium decrement, with saturation: -0.7188
Equilibrium / kinetic decrement: 0.933
all tests passed
```
